# Return probability of a particle on the uniform Lieb lattice

**The system.** The infinite Lieb lattice is a square lattice of corner sites A with one extra site at the centre of every edge: B on the edges along $x$, C on the edges along $y$. All site energies are equal and are set to zero. Each nearest-neighbour bond (A–B or A–C) carries the same hopping $-J$ with $J>0$. There is no other hopping, no disorder and no interaction. The lattice constant is 1, and $\hbar=1$ in the algebra, where time is written $\tau$. At $\tau=0$ the particle sits on one site $s$. Its return amplitude $a_s(\tau)$ is the amplitude for finding it on that site again, and $P_s=|a_s|^2$.

## Part (a)

**Question.** Find the Bloch Hamiltonian $H(\mathbf k)$ and its bands, and write $e^{-iH\tau}$ in terms of $1$, $H$ and $H^2$.

**Answer.** Take Bloch states whose phases follow the true site positions,

$$|\mathbf k,s\rangle=\sum_{\mathbf R}e^{i\mathbf k\cdot(\mathbf R+\mathbf d_s)}|\mathbf R,s\rangle ,$$

where $\mathbf d_s$ is the position of $s$ in its cell. A corner has B neighbours at distances $\pm\tfrac12$ along $x$, so its coupling to B is $-J(e^{ik_x/2}+e^{-ik_x/2})$. The same holds for C along $y$. In the order A, B, C,

$$H=\begin{pmatrix}0&f&g\\ f&0&0\\ g&0&0\end{pmatrix},\qquad f=-2J\cos\frac{k_x}{2},\quad g=-2J\cos\frac{k_y}{2}.$$

Multiplication gives

$$H^2=\begin{pmatrix}f^2+g^2&0&0\\0&f^2&fg\\0&fg&g^2\end{pmatrix},\qquad H^3=E^2H,$$

with

$$E^2=f^2+g^2=J^2(4+2\cos k_x+2\cos k_y),\qquad E\ge 0.$$

Every eigenvalue obeys $\lambda^3=E^2\lambda$, so it is $0$, $E$ or $-E$. Since $\mathrm{Tr}\,H=0$ and $\mathrm{Tr}\,H^2=2E^2$, each occurs once. One band is flat at zero energy, and the other two are $\pm E(\mathbf k)$. All three meet at $\mathbf k=(\pi,\pi)$, where $E=0$.

From $H^3=E^2H$ follow $H^{2n+1}=E^{2n}H$ for $n\ge0$ and $H^{2n}=E^{2n-2}H^2$ for $n\ge1$. The odd terms of the exponential series then sum to a sine. The even terms sum to a cosine without its first term:

$$e^{-iH\tau}=1-i\,\frac{\sin E\tau}{E}\,H+\frac{\cos E\tau-1}{E^2}\,H^2 .$$

## Part (b)

**Question.** Find $a_A(\tau)$ and $a_B(\tau)$ as averages over the Brillouin zone, and a relation between them that holds at every time.

**Answer.** A state on one site is a uniform superposition of all $|\mathbf k,s\rangle$, up to phases that cancel in the return amplitude. Therefore

$$a_s(\tau)=\big\langle[e^{-iH(\mathbf k)\tau}]_{ss}\big\rangle,\qquad \langle F\rangle=\int\frac{d^2k}{(2\pi)^2}F(\mathbf k).$$

The diagonal of $H$ vanishes, $(H^2)_{AA}=E^2$ and $(H^2)_{BB}=f^2$. Hence

$$a_A=\langle\cos E\tau\rangle,\qquad a_B=1+\Big\langle\frac{f^2}{E^2}(\cos E\tau-1)\Big\rangle .$$

The point $E=0$ has zero area and $f^2/E^2$ is bounded by 1, so it does no harm to the average.

Exchanging $k_x$ and $k_y$ leaves $E$ and the zone unchanged but turns $f^2$ into $g^2$. The average with $f^2/E^2$ therefore equals the one with $g^2/E^2$, and each is half their sum. As $f^2+g^2=E^2$, the fraction may be replaced by $\tfrac12$:

$$a_B=1+\tfrac12\langle\cos E\tau-1\rangle=\frac{1+a_A}{2}.$$

By the same symmetry $a_C=a_B$.

This step needs equal hopping along $x$ and $y$. If the $y$-bonds were cut, $f^2/E^2$ would be 1 and $a_B$ would equal $\langle\cos E\tau\rangle$, as on a simple chain. If the $x$-bonds were cut instead, B would be isolated and $a_B=1$.

## Part (c)

**Question.** Find the limits of $P_A$ and $P_B$ as $\tau\to\infty$. Does the order of the limits of large size and long time matter?

**Answer.** For uniformly distributed $k_x$, the variable $u=2\cos k_x$ has the density $1/(\pi\sqrt{4-u^2})$, which is integrable. The sum $w=2\cos k_x+2\cos k_y$ of two independent such variables has the convolution of their densities as its density, again integrable. The map $E=J\sqrt{4+w}$ is one-to-one, so $E$ also has an integrable density $\rho(E)$, and

$$a_A(\tau)=\int_0^{2\sqrt2J}\rho(E)\cos(E\tau)\,dE\;\longrightarrow\;0$$

by the Riemann–Lebesgue lemma. Consequently

$$P_A=a_A^2\to0,\qquad P_B=\frac{(1+a_A)^2}{4}\to\frac14 .$$

These are limits of the probabilities themselves, not only of their time averages.

The order of limits matters. On a finite lattice $a_A$ is a finite sum of cosines with positive weights. Its mean square over time is positive, so it cannot tend to zero. The lattice must be made infinite first.

## Part (d)

**Question.** Explain the two limits by means of the flat band. How much of the probability stays near a B starting site in total?

**Answer.** The normalized zero-energy vector is $(0,g,-f)/E$: its A component vanishes, and $H$ acting on it gives $(fg-gf)/E=0$ on A. A particle released on a corner therefore has no part in the flat band and spreads away completely.

Let $Q$ project onto the flat band. Its average weight on B is

$$\langle B|Q|B\rangle=\Big\langle\frac{g^2}{E^2}\Big\rangle=\frac12 .$$

The trapped part of the initial state is $Q|B\rangle$. Its amplitude on the starting site is $\tfrac12$, which gives the probability $\tfrac14$. Its squared norm, the total trapped probability, is $\langle B|Q^2|B\rangle=\langle B|Q|B\rangle=\tfrac12$. A further $\tfrac14$ thus remains on other edge-centre sites. The remaining half of the probability lies in the bands $\pm E$, and its amplitude on each fixed site tends to zero, again by the Riemann–Lebesgue lemma. The probability inside a fixed region tends to a value below $\tfrac12$ that approaches $\tfrac12$ as the region is enlarged.

In real space the trapping is destructive interference. Put amplitudes $+,-,+,-$ on the four edge centres around one square. Each corner of the square touches two of them with opposite signs, so nothing hops onto it, and the pattern is stationary. A particle on an edge centre overlaps with such patterns; a particle on a corner does not.

Diagonalization of a periodic lattice of 225 cells gives 225 zero-energy states, with weight 0.0000 on A and 0.5000 on B.

## Part (e)

**Question.** Find the leading long-time form of $a_A$ and the rate at which each probability approaches its limit.

**Answer.** Write $a_A=\mathrm{Re}\,\langle e^{iE\tau}\rangle$. The gradient $\nabla E=-J^2(\sin k_x,\sin k_y)/E$ vanishes at $(0,0)$, $(\pi,0)$ and $(0,\pi)$. Near such a point $E\approx E_0+\tfrac12(m_xq_x^2+m_yq_y^2)$, and each direction contributes the Gaussian integral

$$\int\frac{dq}{2\pi}\,e^{imq^2\tau/2}=\frac{e^{i\pi\,\mathrm{sgn}(m)/4}}{\sqrt{2\pi|m|\tau}} .$$

At the band top $(0,0)$, $E^2\approx J^2(8-q^2)$, so $E\approx2\sqrt2J-\tfrac{\sqrt2}{8}Jq^2$ and $m_x=m_y=-\sqrt2J/4$. The product of the two integrals is $e^{-i\pi/2}\sqrt2/(\pi J\tau)$. With the factor $e^{i2\sqrt2J\tau}$, its real part is $\sqrt2\sin(2\sqrt2J\tau)/(\pi J\tau)$.

At $(\pi,0)$, $E^2\approx J^2(4+q_x^2-q_y^2)$, so $E\approx2J+\tfrac J4(q_x^2-q_y^2)$ and $m_x=-m_y=J/2$. The two phases cancel, and the real part is $\cos(2J\tau)/(\pi J\tau)$. The point $(0,\pi)$ gives the same. In total

$$a_A\approx\frac{\sqrt2\,\sin(2\sqrt2J\tau)+2\cos(2J\tau)}{\pi J\tau}.$$

At $(\pi,\pi)$ the band is a cone, $E\approx Jq$. Its contribution is $\int_0^\infty\frac{q\,dq}{2\pi}\cos(Jq\tau)=-1/(2\pi J^2\tau^2)$, taken with a smooth cutoff. This is of the same order as the next corrections from the stationary points. The error of the formula is therefore of order $1/(J\tau)^2$. Numerically, the largest value of the error times $(J\tau)^2$ is about 0.63 both for $J\tau$ from 60 to 75 and for $J\tau$ from 120 to 135, nearly constant as it should be.

Thus $P_A$ falls as $1/\tau^2$ times an oscillating factor. For the edge centre,

$$P_B-\frac14=\frac{a_A}{2}+\frac{a_A^2}{4},$$

which is of order $1/\tau$ and changes sign. The edge-centre probability approaches its limit more slowly because the small moving amplitude interferes with the trapped one.

## Part (f)

**Question.** Take the round model value $J=0.5$ eV. Evaluate both probabilities at 5, 40 and 200 fs, and discuss the approach to the limits.

**Answer.** The time unit is $\hbar/J=1.3164$ fs. At 5 fs, $Jt/\hbar=3.798$ and the zone average is $a_A=-0.09724$, so

$$P_A=(0.09724)^2=0.00946,\qquad P_B=\frac{(1-0.09724)^2}{4}=0.204 .$$

At 40 fs, $a_A=-0.0230$, which gives $P_A=0.0005$ and $P_B=0.239$. At 20 fs $P_B$ was already 0.248, so the approach is not monotonic.

At 200 fs, $Jt/\hbar=151.93$. The sine term in the numerator of the long-time formula is about $+0.9$ and the cosine term about $-1.3$. Their sum, $-0.4$, divided by $\pi\times151.93=477$ gives $a_A\approx-0.0008$, in agreement with the zone average $-0.000805$. Then $P_A=6.5\times10^{-7}$ and $P_B=0.2496$.

Direct evolution on an open cluster of $61\times61$ cells, started at its centre, agrees with the amplitudes of part (b) to $1.3\times10^{-14}$ at 5, 10, 20 and 40 fs. Within the $11\times11$ cells around the start, the probability at 40 fs is 0.524 for the edge-centre start and 0.0515 for the corner start. The first is close to the trapped half found in part (d). The second shows that the moving waves have not yet quite left this region. The numerical output lists the other times.

## Part (g)

**Question.** Add a hopping $-J'$ between each B site and its four nearest C sites. Does the value $\tfrac14$ survive?

**Answer.** The new matrix element between B and C is $h=-4J'\cos\frac{k_x}{2}\cos\frac{k_y}{2}$. On the line $k_x=\pi$ both $f$ and $h$ vanish, and the eigenvalues are $0$ and $\pm g$. As $g$ varies along the line, a flat band could lie only at zero energy. But

$$\det H=2fgh=-32J^2J'\cos^2\frac{k_x}{2}\cos^2\frac{k_y}{2}$$

is nonzero away from the lines $k_x=\pi$ and $k_y=\pi$. No flat band is left. The time average of $P_B$ is the sum of the squared weights of those energies that carry a finite share of the initial state. There are none now, so this average tends to zero.

At $\mathbf k=0$ the vector $(0,1,-1)$ has energy $-h=4J'$, whereas the line $k_x=\pi$ keeps the energy zero. For $J'=0.1$ eV and the same $J$, diagonalization over the zone gives a middle band of width 0.400 eV, equal to $4J'$. The return probability at 200 fs drops from 0.2496 to 0.0015.

A weak $J'$ acts slowly. The added term has norm $4J'$, so it changes any amplitude by at most $4J't/\hbar$. If $J'\ll J$, there is a window $\hbar/J\ll t\ll\hbar/(4J')$ in which $P_B$ stays close to $\tfrac14$ before the trapped part escapes.

## Computed results

```
hopping J = 0.50 eV
time unit hbar/J = 1.3164 fs
t = 5 fs: Jt/hbar = 3.798, a_A = -0.09724, P_A = 0.00946, P_B = 0.20374
t = 10 fs: Jt/hbar = 7.596, a_A = -0.04694, P_A = 0.00220, P_B = 0.22708
t = 20 fs: Jt/hbar = 15.193, a_A = -0.00343, P_A = 0.00001, P_B = 0.24829
t = 40 fs: Jt/hbar = 30.385, a_A = -0.02298, P_A = 0.00053, P_B = 0.23864
largest amplitude mismatch, cluster vs zone average = 1.3e-14
left in 11 x 11 cells at 40 fs, corner start = 0.0515
left in 11 x 11 cells at 40 fs, edge start = 0.5236
periodic lattice: 225 cells, 225 zero-energy states
flat-band weight on A = 0.0000, on B = 0.5000
t = 200 fs: Jt/hbar = 151.93, a_A = -0.000805, leading law = -0.000793
t = 200 fs: P_A = 6.49e-07, P_B = 0.24960
t = 1000 fs: Jt/hbar = 759.63, a_A = +0.000089, leading law = +0.000089
t = 1000 fs: P_A = 7.99e-09, P_B = 0.25004
max |a_A - law| (Jt/hbar)^2, Jt/hbar from 60 to 75 = 0.633
max |a_A - law| (Jt/hbar)^2, Jt/hbar from 120 to 135 = 0.625
J' = 0.00 eV: middle-band width = 0.0000 eV, P_B(200 fs) = 0.24960
J' = 0.10 eV: middle-band width = 0.4000 eV, P_B(200 fs) = 0.00149
```
